# Electric Field near a Right-Angled Convex Metal Gate Edge

**Q.** A metal gate has a finite voltage and sits in an ordinary dielectric. Why should the field at its lower edge be anything worse than somewhat larger than the field under the gate?

**A.** Take the ideal case first. The gate is a perfect conductor at potential $V$, its edge is straight and perfectly sharp, and nothing varies along the edge. The metal fills an angle $\pi/2$. A uniform dielectric without free charge fills the remaining $3\pi/2$. Let $r$ be the distance from the edge and $\Theta$ the angle through the dielectric, measured from one metal face, so that the other face is at $\Theta=3\pi/2$.

With uniform permittivity $\epsilon$, $\nabla\cdot(\epsilon\mathbf E)=0$ becomes Laplace's equation. The drop $u=V-\phi$ therefore obeys

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right)+\frac1{r^2}\frac{\partial^2u}{\partial\Theta^2}=0,\qquad u(r,0)=u(r,3\pi/2)=0 .$$

Insert $u=R(r)T(\Theta)$, multiply by $r^2$ and divide by $RT$:

$$\frac{r(rR')'}{R}=-\frac{T''}{T}=\nu^2 .$$

The left side depends on $r$ and the middle on $\Theta$, so both are constant. A zero or negative constant gives a linear or hyperbolic $T$, which cannot vanish on both faces unless it is zero everywhere. For a positive constant, the first face selects $T=\sin\nu\Theta$, and the second requires $3\pi\nu/2=n\pi$. Hence

$$\nu_n=\frac{2n}{3},\quad n=1,2,\ldots,\qquad R=r^{\nu_n}\ \text{or}\ r^{-\nu_n}.$$

The smallest positive power is $2/3$. Since it is below one, its derivative grows without limit as $r\to0$, although the potential itself stays finite.

**Q.** You have also found negative powers, which diverge faster. Why discard them?

**A.** Because the field energy per unit length must be finite. A term $r^{-\nu}$ has $|\mathbf E|^2\propto r^{-2\nu-2}$. Multiplying by the area factor $r\,dr$ gives $\int_0 r^{-2\nu-1}dr$, which diverges for every $\nu>0$. Different sine modes cannot cancel this energy, since they are orthogonal in angle. For $r^{2/3}$ the corresponding integral is $\int_0r^{-2/3}r\,dr=\int_0r^{1/3}dr$, which is finite.

What remains is

$$u=A r^{2/3}\sin\frac{2\Theta}{3}+B r^{4/3}\sin\frac{4\Theta}{3}+\cdots .$$

Since $\mathbf E=-\nabla\phi=+\nabla u$, the first term gives

$$E_r=\frac{\partial u}{\partial r}=\frac23Ar^{-1/3}\sin\frac{2\Theta}{3},\qquad
E_\Theta=\frac1r\frac{\partial u}{\partial\Theta}=\frac23Ar^{-1/3}\cos\frac{2\Theta}{3}.$$

Squaring and adding removes the angle:

$$|\mathbf E|=\frac23|A|\,r^{-1/3}\left[1+O(r^{2/3})\right],\qquad A\ne0 .$$

This is the inverse one-third-power law. The correction follows from the second term, whose field varies as $r^{1/3}$.

The same argument for a dielectric angle $\omega$ gives $\nu_1=\pi/\omega$ and a field power $\pi/\omega-1$. A flat face, $\omega=\pi$, has power zero. A thin sheet, $\omega=2\pi$, has power $-1/2$. The right-angled edge lies between them.

**Q.** The condition $A\ne0$ looks like an escape clause. Could the divergence be absent?

**A.** It could. Multiply $u$ by $\sin(2\Theta/3)$ and integrate over angle. The higher modes vanish by orthogonality, and $\int_0^{3\pi/2}\sin^2(2\Theta/3)\,d\Theta=3\pi/4$, so

$$A r^{2/3}=\frac{4}{3\pi}\int_0^{3\pi/2}u(r,\Theta)\sin\frac{2\Theta}{3}\,d\Theta .$$

The sine is positive throughout the dielectric. If $u$ is positive there too, as when all other electrodes lie below $V$, then $A>0$. If electrodes above and below $V$ make $u$ antisymmetric about the bisector $\Theta=3\pi/4$, the integral vanishes. The next term then leads and the field goes to zero as $r^{1/3}$, provided $B\ne0$. A gate facing a single equipotential channel is not in that situation. If the channel potential rises above $V$ toward a drain, $u$ changes sign and $A$ can be reduced or cancelled.

**Q.** An infinite field at the surface means infinite surface charge. Is that acceptable?

**A.** The density is infinite at the edge, but the charge is not. On either face the leading density is $\sigma=\epsilon(2A/3)r^{-1/3}$. Within a distance $R$ on both faces, the charge per unit length is

$$2\epsilon\frac{2A}{3}\int_0^R r^{-1/3}dr
=2\epsilon\frac{2A}{3}\cdot\frac32R^{2/3}=2\epsilon A R^{2/3},$$

which tends to zero with $R$. At fixed electrode potentials, a higher uniform permittivity raises this charge but leaves $\phi$ and $\mathbf E$ unchanged.

**Q.** A power with an unknown coefficient tells me little about a gate. What sets $A$?

**A.** The distant electrodes do, so a full geometry is needed. Put a grounded plane at $y=0$ and let a thick gate occupy $x\le0$, $y\ge d$. Its edge is at $z=x+iy=id$. Define $E_0=V/d$, the field far under the gate.

Map the upper half of a complex $w$ plane to the dielectric by

$$\frac{dz}{dw}=\frac d\pi\frac{\sqrt{1+w}}w .$$

On $w>0$ and on $-1<w<0$ the derivative is real, so these segments become horizontal lines. For $w<-1$ the root is imaginary, and the image is a vertical wall, traversed upward as $w$ decreases. On a small semicircle about $w=0$, $dz\simeq(d/\pi)\,dw/w$. The argument of $w$ increases by $\pi$, so $z$ changes by $(d/\pi)i\pi=id$, the required gap.

To integrate, set $s=\sqrt{1+w}$, so $w=s^2-1$ and $dw=2s\,ds$:

$$dz=\frac d\pi\frac{2s^2}{s^2-1}ds
=\frac d\pi\left(2+\frac1{s-1}-\frac1{s+1}\right)ds,$$

$$z=\frac d\pi\left[2s+\ln\frac{s-1}{s+1}\right].$$

At $s=0$ the logarithm is $i\pi$, giving $z=id$ as required. The integration constant is therefore zero.

The potential $\phi=(V/\pi)\arg w$ is zero on the plane, where $w>0$, and $V$ on the gate, where $w<0$. It is the imaginary part of $F=(V/\pi)\ln w$, so it is harmonic, and the field magnitude is $|dF/dz|$:

$$|\mathbf E|=\frac{V}{\pi|w|}\cdot\frac{\pi|w|}{d|s|}=\frac{E_0}{|s|}.$$

Far under the gate $w\to0$, $s\to1$ and $|\mathbf E|\to E_0$. At the edge $s\to0$.

**Q.** That is a field in terms of $s$. Where is the dependence on distance?

**A.** Expand the map at small $s$:

$$\ln\frac{s-1}{s+1}=i\pi+\ln\frac{1-s}{1+s}
=i\pi-2s-\frac{2s^3}{3}-\frac{2s^5}{5}-\cdots .$$

The linear terms cancel, leaving

$$z-id=-\frac{2d}{3\pi}s^3\left(1+\frac35s^2+\cdots\right).$$

Measure $\Theta$ from the bottom face. That face runs toward negative $x$, and $\Theta=\pi/2$ points down, so $z-id=-re^{i\Theta}$. With

$$r_0=\frac{2d}{3\pi},\qquad t=\left(\frac r{r_0}\right)^{1/3}e^{i\Theta/3},$$

the map reads $t^3=s^3(1+3s^2/5+\cdots)$. Taking the cube root and replacing $s^2$ by $t^2$ in the small correction gives $s=t(1-t^2/5+\cdots)$. Hence $1/|s|=|1+t^2/5+\cdots|/|t|$. To first order the modulus keeps the real part of $t^2$:

$$|\mathbf E|=E_0\left(\frac{r_0}{r}\right)^{1/3}
\left[1+\frac15\left(\frac r{r_0}\right)^{2/3}\cos\frac{2\Theta}{3}+\cdots\right].$$

Comparison with the local law gives $2A/3=E_0r_0^{1/3}$, or

$$A=\frac32E_0r_0^{1/3}.$$

The first correction raises the field on the bottom face, lowers it on the side wall and vanishes on the bisector.

**Q.** Does a solution that knows nothing of this map agree?

**A.** Laplace's equation was solved by finite volumes for this gate and plane, with $V=d=1$ and a mesh refined toward the edge. Near the edge, the fitted power of the potential drop on the bisector was 0.6649, against $2/3$. The power of the surface field, using the geometric mean of the two faces to cancel the first correction, was $-0.3318$, against $-1/3$. The amplitude $A/(E_0d^{1/3})$ was 0.8928, while the formula gives 0.8947. The tests allowed differences of 0.01 in the powers and 1% in the amplitude.

**Q.** Put in a gate of realistic size. How much enhancement is there?

**A.** Take rough values for a power transistor with a thick high-k gate dielectric: a potential difference of 3.0 V, a gap of 20 nm and relative permittivity 20. The channel is treated as a grounded conductor. Then

$$E_0=\frac{3.0\ \mathrm V}{20\ \mathrm{nm}}=0.15\ \mathrm{V/nm}=1.5\ \mathrm{MV/cm},$$

$$r_0=\frac{2(20\ \mathrm{nm})}{3\pi}=4.244\ \mathrm{nm}.$$

The amplitude is $A=1.5(0.15)(4.244)^{1/3}=0.364\ \mathrm{V/nm^{2/3}}$. At 2 nm the leading field is $1.5(4.244/2)^{1/3}=1.93$ MV/cm, or $1.93\times10^8$ V/m. The leading law and the full map compare as follows, with fields in MV/cm:

| $r$ (nm) | leading | bottom | bisector | side |
|---|---:|---:|---:|---:|
| 0.5 | 3.06 | 3.21 | 3.06 | 2.92 |
| 1.0 | 2.43 | 2.62 | 2.43 | 2.25 |
| 2.0 | 1.93 | 2.18 | 1.93 | 1.71 |
| 4.0 | 1.53 | 1.86 | 1.53 | 1.27 |

At 2 nm the bottom field is 13% above the leading value and the side field 11% below it. The derived correction predicts 12% either way. By 4 nm the deviations are 21% and 17%, so a pure power law is a poor description of the faces there.

The surface charge is 2.66 $\mu$C/cm² far under the gate. The leading law gives 3.41 $\mu$C/cm² at 2 nm, larger by the same factor as the field.

**Q.** No fabricated edge is perfectly sharp. Does rounding make the result useless?

**A.** It replaces the divergence by a finite peak that retains the one-third power. An equipotential can be replaced by metal without changing the field outside it. Choose the curve $\arg w=\beta$, with $\pi/2<\beta<\pi$, as a rounded gate. Far under it $z\simeq(d/\pi)\ln w$ plus a real constant, so its gap is $g=d\beta/\pi$. Its potential is $V\beta/\pi$, so the field far under it is still $E_0$.

Write $w=qe^{i\beta}$. Then

$$|s|^4=|1+w|^2=1+2q\cos\beta+q^2=(q+\cos\beta)^2+\sin^2\beta .$$

The minimum is at $q=-\cos\beta$, where $|s|^2=\sin\beta$, and the peak field is

$$E_{\rm peak}=\frac{E_0}{\sqrt{\sin\beta}}.$$

For the radius of curvature, use $\tau=\ln q$ as the parameter along the curve. Since $dw/d\tau=w$, the derivatives are $z'=(d/\pi)s$ and $z''=(d/\pi)w/(2s)$. The curvature is

$$\frac1\rho=\frac{|\mathrm{Im}(\overline{z'}z'')|}{|z'|^3}
=\frac{\pi}{2d}\frac{|\mathrm{Im}(\bar s^{\,2}w)|}{|s|^5}
=\frac{\pi q\sin\beta}{2d|s|^5},$$

because $\bar s^{\,2}w=(1+\bar w)w=w+|w|^2$. At the peak this becomes

$$\rho=\frac{2d\sin^{3/2}\beta}{\pi|\cos\beta|}.$$

As $\rho/d\to0$, $\beta\to\pi$, $|\cos\beta|\to1$ and $g\to d$. Eliminating $\sin\beta$ gives

$$E_{\rm peak}\to E_0\left(\frac{2g}{\pi\rho}\right)^{1/3}.$$

For $g=20$ nm and $\rho=2$ nm, this limit gives $(40/2\pi)^{1/3}=1.85$. Solving the full relations gives 1.93, hence a peak of 2.90 MV/cm. These values belong to this family of rounded shapes, with $\rho$ taken where the field peaks. The family is not a right-angled gate with a fillet: at large $q$, $z\simeq(2d/\pi)q^{1/2}e^{i\beta/2}$, so the side wall leans outward by $(\pi-\beta)/2$, about $8^\circ$ here. A right-angled gate with a circular 2 nm fillet peaks higher, near 3.4 MV/cm.

**Q.** Real gates often have a different dielectric beside them. Does the power survive?

**A.** Not in general. Let relative permittivity $\kappa_1$ fill the region below the level of the gate's bottom face, $0<\Theta<\pi$, and $\kappa_2$ the region beside the gate. The angular functions that vanish on the metal are $a\sin\nu\Theta$ and $b\sin[\nu(3\pi/2-\Theta)]$. At $\Theta=\pi$, continuity of potential and of normal displacement requires

$$a\sin\pi\nu=b\sin\frac{\pi\nu}{2},\qquad
\kappa_1a\cos\pi\nu=-\kappa_2b\cos\frac{\pi\nu}{2}.$$

Divide the second equation by the first, and set $p=\tan(\pi\nu/2)$, for which $\cot\pi\nu=(1-p^2)/(2p)$:

$$\kappa_1\frac{1-p^2}{2p}=-\frac{\kappa_2}{p}
\quad\Longrightarrow\quad
\tan^2\frac{\pi\nu}{2}=1+\frac{2\kappa_2}{\kappa_1}.$$

Equal permittivities give $p^2=3$ and $\nu=2/3$, as before. For $\kappa_1=20$ and $\kappa_2=5$, $p^2=1.5$ and the field power is $\nu-1=-0.436$. The divergence is stronger, and its amplitude must be found anew. For the sharp 20 nm gate with this spacer, the field at 2 nm is about 2.6 MV/cm on the bottom face and 2.8 MV/cm on the side wall, roughly 20% and 60% above the uniform values, and the bottom face reaches 4 MV/cm at about 0.6 nm.

**Q.** Then how far can I trust the uniform, sharp model for this transistor?

**A.** As a guide to the size of the edge field at small drain bias, not as a prediction of its value at the metal. The model has no drain voltage: in the off state, a lateral field of 1 MV/cm along the channel from the gate edge raises $|A|$ by about 30% if it extends 20 nm toward the drain, and by nearly half if it extends 100 nm or more. The 20 nm gap is far thicker than the few nanometres of a logic gate dielectric, and a spacer of lower permittivity breaks the uniformity assumption as just shown. Two further corrections reduce $E_0$. With a rough metal screening length of 0.05 nm and unit background permittivity in the metal, the drop inside it equals that across $20\times0.05=1.0$ nm of dielectric. Channel charge 1.0 nm deep in a semiconductor of relative permittivity 12 adds $20/12=1.67$ nm. At fixed total potential difference, $E_0$ falls by the factor $20/(20+1.0+1.67)=0.88$.

Metal screening also limits the law at short distance. The drop in the metal is roughly the equivalent 1 nm times the surface field, which becomes comparable with $Ar^{2/3}$ when $r$ is near 1 nm. The pure law thus needs $r$ well above both this length and the corner radius and, near the metal faces, well below $r_0$. With a 2 nm radius and $r_0=4.2$ nm, no wide interval satisfies both conditions there. On the bisector the first correction vanishes, and the sharp-edge field follows the leading law within 1% out to 8 nm.

**Q.** Surely an infinite field still means breakdown, or at least a large tunnelling current?

**A.** Neither follows from the divergence alone. For a rough breakdown field of 4 MV/cm, the leading law reaches that value at

$$r=r_0\left(\frac{E_0}{4\ \mathrm{MV/cm}}\right)^3
=4.244(0.375)^3\ \mathrm{nm}=0.22\ \mathrm{nm},$$

an atomic distance at which a continuum dielectric is no longer justified. The 2 nm rounded gate peaks at 2.90 MV/cm for the equipotential shape and near 3.4 MV/cm for a circular fillet, both below that rough limit. The margin is small and holds only at small drain bias: a 1 nm fillet peaks near 4.3 MV/cm, and so does the 2 nm fillet when an off-state lateral field of 1 MV/cm extends 20 nm along the channel. The comparison also does not cover defects, ageing or the lower-permittivity spacer.

For tunnelling, reverse the bias so that electrons leave the gate; the field magnitudes are unchanged as long as the channel still acts as a grounded conductor and does not deplete. Take a barrier $W=2.5$ eV and effective mass $m=0.20m_e$, and neglect image forces. For a flat gate the WKB exponent is

$$\frac{2\sqrt{2m}}\hbar\int_0^{W/eE_0}\sqrt{W-eE_0\ell}\,d\ell
=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar eE_0}=80.5 .$$

Among the straight paths sampled from the sharp edge, the smallest exponent was 70.7, at $100^\circ$ from the bottom face. The exponential factor rises by $e^{9.8}\approx2\times10^4$, but is still only $e^{-70.7}\approx2\times10^{-31}$. The field exceeds $E_0$ only over about the first third of this 16 nm path and falls below $E_0$ beyond it, since the total potential drop stays at 3 V. The smallness depends strongly on the rough inputs: for $W=1.5$ eV and $m=0.10m_e$ the exponents are 26.5 (flat) and 19.0 (edge), and the edge factor is about $6\times10^{-9}$. Trap-assisted leakage is not included. The numerical output below lists the inputs and the main values for the uniform gate.

## Computed values

```
INPUTS (round or rough values)
Gate-channel potential difference: 3.0 V
Gap: 20.0 nm; relative permittivity: 20.0
TESTS AGAINST NUMERICAL SOLUTIONS
Potential power, finite volume: 0.6649
Field power, finite volume: -0.3318
Amplitude/(E0 d^(1/3)), finite volume: 0.8928
Amplitude/(E0 d^(1/3)), formula: 0.8947
Two lowest angular powers: 0.6667, 1.3333
IDEAL SHARP GATE
Uniform field E0: 1.500 MV/cm
Length r0: 4.244 nm
Amplitude A: 0.3643 V/nm^(2/3)
Surface charge far under gate: 2.656 uC/cm2
r (nm): field in MV/cm: leading, bottom, bisector, side
0.5: 3.060, 3.211, 3.059, 2.917
1.0: 2.429, 2.622, 2.428, 2.251
2.0: 1.928, 2.177, 1.925, 1.710
4.0: 1.530, 1.855, 1.525, 1.268
Leading surface charge at 2 nm: 3.413 uC/cm2
NEGLECTED EFFECTS
Rough breakdown field: 4.0 MV/cm
Leading field reaches it at r: 0.224 nm
Corner radius at peak field: 2.0 nm
Rounded peak/E0, full: 1.934
Rounded peak/E0, small-radius formula: 1.853
Rounded peak field: 2.900 MV/cm
Spacer relative permittivity: 5.0
Field power with this spacer: -0.4359
Metal screening length: 0.05 nm
Equivalent gap from metal screening: 1.00 nm
Channel charge depth: 1.0 nm; relative permittivity: 12.0
Equivalent gap from channel depth: 1.67 nm
E0 factor from both added gaps: 0.882
Tunnel barrier: 2.5 eV; mass/m_e: 0.20
Flat-gate WKB exponent: 80.50
Smallest sampled corner WKB exponent: 70.68
Its angle from bottom face: 100.0 degrees
```
